# Cooper Minima as Zeros of a Radial Dipole Integral: test program

```python
"""Cooper minimum in independent-particle photoionization.

Result under test: for a real local central potential, the radial dipole
integral R(eps) = int u(r) r P(r) dr is continuous in the electron energy eps
when u and P are positive near the nucleus. A sign change of R is therefore
a zero of the partial cross section
  sigma = (4 pi^2 alpha/3) omega N max(l,lf)/(2l+1) R^2.
P: bound radial function; u: continuum function normalized per unit energy;
omega: photon energy; N: electrons in the subshell; l, lf: angular momenta.
Atomic units inside; eV, nm and Mb in the printout.
Example: free Rb atom, Hartree-Fock-Slater potential with Latter tail.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.special import eval_legendre, roots_jacobi

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0]
R_E = const.physical_constants["classical electron radius"][0]
ALPHA = const.fine_structure
MB = BOHR**2 * 1e22          # one square bohr in megabarn

# ---- radial grid: Lobatto polynomials on a mapped interval ----
ORDER, BOX, STRETCH = 200, 25.0, 0.05
x = np.concatenate(([-1.0], np.sort(roots_jacobi(ORDER - 1, 1, 1)[0]), [1.0]))
leg = eval_legendre(ORDER, x)
weight = 2 / (ORDER * (ORDER + 1) * leg**2)
gap = x[:, None] - x[None, :] + np.eye(ORDER + 1)
DX = leg[:, None] / leg[None, :] / gap
np.fill_diagonal(DX, 0.0)
DX[0, 0] = -ORDER * (ORDER + 1) / 4
DX[-1, -1] = ORDER * (ORDER + 1) / 4
t = (1 + x) / 2
jac = BOX * (2 * t + STRETCH) / (1 + STRETCH) / 2
r = (BOX * (t**2 + STRETCH * t) / (1 + STRETCH))[1:]
M = (weight * jac)[1:]                       # quadrature weights in r
T = (0.5 * (DX.T * (weight / jac)) @ DX)[1:, 1:]   # kinetic energy form
# points that fix signs for l = 0..3, all inside the first node for Z <= 37
INNER = [int(np.argmin(abs(r - 0.02 - 0.04 * l))) for l in range(4)]
POISSON = np.linalg.inv(2 * T[:-1, :-1])


def form(V, l, energy):
    """Weak form of (h_l - energy), with free value at the outer edge."""
    return T + np.diag(M * (V + l * (l + 1) / (2 * r**2) - energy))


def bound(V, l, count):
    s = np.sqrt(M[:-1])
    H = form(V, l, 0.0)[:-1, :-1] / s[:, None] / s[None, :]
    e, vec = eigh(H, subset_by_index=[0, count - 1])
    P = np.vstack([vec / s[:, None], np.zeros(count)])
    return e, P * np.sign(P[INNER[l]])


def outgoing_slope(energy, l):
    """Log derivative at BOX of the outgoing (or decaying) Coulomb wave."""
    k = complex(np.sqrt(complex(2 * energy)))
    eta, rho, tail = -1 / k, k * BOX, 0j
    for n in range(500, 0, -1):
        a = (1j * eta - l + n - 1) * (1j * eta + l + n)
        tail = a / (2 * (rho - eta + 1j * n) + tail)
    return 1j / BOX * (rho - eta + tail)


def continuum(V, l, energy):
    """Energy-normalized regular wave, positive near the nucleus."""
    edge = np.zeros(len(r))
    edge[-1] = 1.0
    u = np.linalg.solve(form(V, l, energy), edge)   # slope 2 at BOX
    k = np.sqrt(2 * energy)
    slope = outgoing_slope(energy, l) / k
    p, q = slope.real, slope.imag
    amplitude = np.sqrt(q * u[-1]**2 + (2 / k - p * u[-1])**2 / q)
    return u * np.sign(u[INNER[l]]) * np.sqrt(2 / (np.pi * k)) / amplitude


def dipole(V, P, lf, energy):
    return np.sum(M * continuum(V, lf, energy) * r * P)


def partial_sigma(N, l, lf, omega, R):
    angular = max(l, lf) / (2 * l + 1)
    return 4 * np.pi**2 * ALPHA / 3 * omega * N * angular * abs(R)**2 * MB


def hartree(density, electrons):
    w = POISSON @ (M * density / r)[:-1]
    return (electrons * r / BOX + np.append(w, 0.0)) / r


# ---- tests of the numerical tools on solvable cases ----
e1s = bound(-37 / r, 0, 1)[0][0]
assert abs(e1s / (-37**2 / 2) - 1) < 1e-5
known = 1 / r - (1 + 1 / r) * np.exp(-2 * r)
assert np.max(abs(hartree(4 * r**2 * np.exp(-2 * r), 1) - known)) < 1e-6

mp.mp.dps = 40


def exact_p_to_d(k, decay):
    """Closed-form dipole integral from the normalized orbital
    r^2 exp(-decay r) to the d wave of unit charge; decay 1/2: hydrogen 2p."""
    k, decay = mp.mpf(k), mp.mpf(decay)
    eta = -1 / k
    C = 4 * mp.exp(-mp.pi * eta / 2) * abs(mp.gamma(3 + 1j * eta)) / 120
    p = decay + 1j * k
    val = mp.gamma(7) * p**-7 * mp.hyp2f1(3 - 1j * eta, 7, 6, 2j * k / p)
    val *= C * k**3 * mp.sqrt((2 * decay)**5 / 24)
    return float(mp.re(val * mp.sqrt(2 / (mp.pi * k))))


# compact orbital, so that nothing is lost beyond the edge of the grid
DECAY = 2.0
compact = np.sqrt((2 * DECAY)**5 / 24) * r**2 * np.exp(-DECAY * r)
for energy in (0.1, 0.5, 2.0):
    exact = exact_p_to_d(np.sqrt(2 * energy), DECAY)
    assert abs(dipole(-1 / r, compact, 2, energy) / exact - 1) < 1e-3


def high_energy_law(k):              # a Z 2^l l! with l=1, Z=1
    a = 1 / (2 * np.sqrt(6))
    return np.sqrt(2 / (np.pi * k)) * a * 2 / k / (k**2 / 2)**2


law_ratio = [exact_p_to_d(k, 0.5) / high_energy_law(k) for k in (100, 400)]
assert abs(law_ratio[1] - 1) < 0.02
assert abs(law_ratio[1] - 1) < 0.5 * abs(law_ratio[0] - 1)

# force form of the dipole integral in a smooth screened potential
screen = 36 * np.exp(-r)
Vs = -(1 + screen) / r
force = (1 + screen) / r**2 + screen / r
es, Ps = bound(Vs, 1, 3)
for energy in (0.5, 2.0, 6.0):
    u = continuum(Vs, 2, energy)
    left = (energy - es[2])**2 * np.sum(M * u * r * Ps[:, 2])
    right = np.sum(M * u * force * Ps[:, 2])
    assert abs(left - right) < 1e-5 * np.sum(M * abs(u * force * Ps[:, 2]))

# ---- self-consistent Rb atom ----
Z = 37
SHELLS = {(1, 0): 2, (2, 0): 2, (3, 0): 2, (4, 0): 2, (5, 0): 1,
          (2, 1): 6, (3, 1): 6, (4, 1): 6, (3, 2): 10}
assert sum(SHELLS.values()) == Z


def atom(exchange):
    """exchange = 1: Slater exchange; 2/3: Kohn-Sham exchange."""
    V = -(1 + 36 / (1 + 2.5 * r)**2) / r
    for _ in range(250):
        levels = {l: bound(V, l, c) for l, c in ((0, 5), (1, 3), (2, 1))}
        orb = {(n, l): (levels[l][0][n - l - 1], levels[l][1][:, n - l - 1])
               for n, l in SHELLS}
        dens = sum(N * orb[s][1]**2 for s, N in SHELLS.items())
        local = (3 * dens / (4 * np.pi * r**2) / np.pi)**(1 / 3)
        new = -Z / r + hartree(dens, Z) - 1.5 * exchange * local
        new = np.minimum(new, -1 / r)
        change = np.max(abs(r * (new - V)))
        if change < 1e-7:
            break
        V = V + 0.35 * (new - V)
    assert change < 1e-5
    return V, orb


V, orb = atom(1.0)
e4p, P4p = orb[(4, 1)]
e3d, P3d = orb[(3, 2)]

# dipole sum rule checks the angular weights of the two channels
q = r * P4p
strength = sum(2 / 3 * max(1, lf) / 3 * (q @ form(V, lf, e4p) @ q)
               for lf in (0, 2))
assert abs(strength - 1) < 1e-5

# ---- search for zeros ----
eps = np.linspace(0.02, 11.0, 200)
waves = [continuum(V, 2, e) for e in eps]
Rd = np.array([np.sum(M * u * r * P4p) for u in waves])
Rs = np.array([dipole(V, P4p, 0, e) for e in eps])
Rf = np.array([dipole(V, P3d, 3, e) for e in eps])


def flips(values):
    return np.nonzero(np.sign(values[1:]) != np.sign(values[:-1]))[0]


zeros_d = flips(Rd)
false_flips = flips(Rd * np.sign([u[-1] for u in waves]))
assert len(zeros_d) == 1 and Rd[0] < 0 < Rd[-1]
assert len(false_flips) > len(zeros_d)
j = zeros_d[0]
eps0 = brentq(lambda e: dipole(V, P4p, 2, e), eps[j], eps[j + 1], xtol=1e-10)
omega0 = eps0 - e4p

# independent outward integration of the d wave and its dipole integral
root = np.sqrt(np.append(0.0, r))
charge = CubicSpline(root, np.append(-Z, r * V))
orbital = CubicSpline(root, np.append(0.0, P4p))


def balance(energy):
    def rhs(s, y):
        z = np.sqrt(s)
        g = y[0] * s * float(orbital(z))
        curve = 2 * (float(charge(z)) / s + 3 / s**2 - energy) * y[0]
        return [y[1], curve, g, abs(g)]
    start = 1e-3
    sol = solve_ivp(rhs, (start, 16.0), [1.0, 3 / start, 0.0, 0.0],
                    method="DOP853", rtol=1e-8, atol=1e-7)
    assert sol.success
    return sol.y[2, -1] / sol.y[3, -1]


balance0 = balance(eps0)
low, high = balance(0.5 * eps0), balance(1.5 * eps0)
assert abs(balance0) < 3e-3 and low < 0 < high

# quadratic law near the zero
step = 0.1
slope = (dipole(V, P4p, 2, eps0 + step)
         - dipole(V, P4p, 2, eps0 - step)) / (2 * step)
d = 0.02
near = np.mean([partial_sigma(6, 1, 2, omega0 + s,
                              dipole(V, P4p, 2, eps0 + s)) for s in (-d, d)])
quadratic = partial_sigma(6, 1, 2, omega0, slope * d)
assert abs(near / quadratic - 1) < 0.03

# ---- response with screening and channel coupling ----
B = 2 * T + np.diag(2 * M / r**2)
B[-1, -1] += 1 / BOX
COULOMB = 3 * np.linalg.inv(B) / r[:, None] / r[None, :]
pair_min, pair_max = np.minimum.outer(r, r), np.maximum.outer(r, r)
test_source = r**4 * np.exp(-2 * r)
direct = (pair_min / pair_max**2) @ (M * test_source)
assert np.max(abs(COULOMB @ (M * test_source) - direct)) < 5e-3 * max(direct)


def response(omega):
    """Total cross sections (bare, coupled) in Mb and the screened field."""
    X = np.zeros((len(r), len(r)), complex)
    for (n, l), N in SHELLS.items():
        e, P = orb[(n, l)]
        for lf in (l - 1, l + 1):
            if lf < 0:
                continue
            c = N * max(l, lf) / (3 * (2 * l + 1))
            for energy in (e + omega, e - omega):
                edge = outgoing_slope(energy, lf)
                A = form(V, lf, energy)
                if energy > 0:
                    A = A.astype(complex)
                    A[-1, -1] -= edge / 2
                else:
                    A[-1, -1] -= edge.real / 2
                X -= c * P[:, None] * np.linalg.inv(A) * P[None, :]
    XM = X * M[None, :]
    field = np.linalg.solve(np.eye(len(r)) - (COULOMB * M) @ XM,
                            r.astype(complex))
    pol = [-np.sum(M * r * (XM @ f)) for f in (r, field)]
    return [4 * np.pi * ALPHA * omega * a.imag * MB for a in pol], field


def channel_sum(omega, field):
    total = 0.0
    for (n, l), N in SHELLS.items():
        e, P = orb[(n, l)]
        if e + omega > 0:
            for lf in (l - 1, l + 1):
                if lf >= 0:
                    u = continuum(V, lf, e + omega)
                    amp = np.sum(M * u * field * P)
                    total += partial_sigma(N, l, lf, omega, amp)
    return total


def coupled_d(omega):
    field = response(omega)[1]
    amp = np.sum(M * continuum(V, 2, omega + e4p) * field * P4p)
    return partial_sigma(6, 1, 2, omega, amp)


wavelength = 13.5e-9
omega_euv = const.h * const.c / wavelength / const.e / HARTREE
(bare_euv, coupled_euv), field_euv = response(omega_euv)
assert abs(channel_sum(omega_euv, r) / bare_euv - 1) < 1e-4
assert abs(channel_sum(omega_euv, field_euv) / coupled_euv - 1) < 1e-4

scan = np.linspace(45 / HARTREE, 0.95 * abs(e3d), 22)
values = [coupled_d(w) for w in scan]
b = int(np.argmin(values))
best = minimize_scalar(coupled_d, method="bounded",
                       bounds=(scan[max(b - 1, 0)], scan[min(b + 1, 21)]),
                       options={"xatol": 1e-3})
coupled_at_zero = coupled_d(omega0)

# ---- other neglected effects ----
V2, orb2 = atom(2 / 3)
e2, P2 = orb2[(4, 1)]
coarse = np.linspace(0.02, 11.0, 70)
R2 = np.array([dipole(V2, P2, 2, e) for e in coarse])
assert len(flips(R2)) == 1
j2 = flips(R2)[0]
zero2 = brentq(lambda e: dipole(V2, P2, 2, e), coarse[j2], coarse[j2 + 1])
rV = np.append(-Z, r * V)
dV = ((DX @ rV / jac)[1:] - V) / r
spin_orbit = 1.5 * ALPHA**2 / 2 * np.sum(M * P4p**2 * dV / r)
mean_r = np.sum(M * r * P4p**2)

# ---- printout ----
print("Rb atom, Hartree-Fock-Slater with Latter tail")
print(f"4p orbital energy: {e4p * HARTREE:.2f} eV")
print(f"3d orbital energy: {e3d * HARTREE:.2f} eV")
print(f"4s orbital energy: {orb[(4, 0)][0] * HARTREE:.2f} eV")
print(f"mean radius of 4p: {mean_r * BOHR * 1e9:.4f} nm")
print(f"scan of electron energy: {eps[0] * HARTREE:.2f} to "
      f"{eps[-1] * HARTREE:.1f} eV")
print(f"R(4p-d) at scan start: {Rd[0]:.4f} a.u.")
print(f"R(4p-d) at scan end: {Rd[-1]:.5f} a.u.")
print(f"zeros of R, 4p-d: {len(zeros_d)}")
print(f"sign changes of R, 4p-s: {len(flips(Rs))}")
print(f"sign changes of R, 3d-f: {len(flips(Rf))}")
print(f"4p-d sign changes if sign is fixed at {BOX:.0f} bohr: "
      f"{len(false_flips)}")
print(f"zero: electron energy {eps0 * HARTREE:.2f} eV")
print(f"zero: photon energy {omega0 * HARTREE:.2f} eV")
lam0 = const.h * const.c / (omega0 * HARTREE * const.e) * 1e9
print(f"zero: wavelength {lam0:.3f} nm")
print(f"slope dR/d(eps) at zero: {slope:.5f} a.u.")
print(f"near zero, offset {d * HARTREE:.3f} eV: mean sigma {near:.3e} Mb")
print(f"quadratic law there: {quadratic:.3e} Mb")
print("net/absolute dipole integral, outward integration:")
print(f"  half zero energy {low:.4f}, zero {balance0:.1e}, "
      f"1.5 times {high:.4f}")
print("photon eV | R(4p-d) a.u. | sigma d Mb | sigma s Mb")
for w in (30 / HARTREE, 50 / HARTREE, 70 / HARTREE, omega0, omega_euv,
          120 / HARTREE, 200 / HARTREE):
    a, s = dipole(V, P4p, 2, w + e4p), dipole(V, P4p, 0, w + e4p)
    a = 0.0 if abs(a) < 1e-8 else a
    print(f"  {w * HARTREE:.2f} | {a:.5f} | "
          f"{partial_sigma(6, 1, 2, w, a):.5f} | "
          f"{partial_sigma(6, 1, 0, w, s):.5f}")
total = (partial_sigma(6, 1, 2, eps - e4p, Rd)
         + partial_sigma(6, 1, 0, eps - e4p, Rs))
dips = [i for i in range(1, len(eps) - 1)
        if total[i] < total[i - 1] and total[i] < total[i + 1]]
print(f"local minima of 4p total (d+s) in scan: {len(dips)}")
for i in dips[:3]:
    print(f"  near photon energy {(eps[i] - e4p) * HARTREE:.1f} eV, "
          f"{total[i]:.4f} Mb")
print(f"hydrogen 2p-d, exact/high-energy law: k=100 {law_ratio[0]:.4f}, "
      f"k=400 {law_ratio[1]:.4f}")
print(f"at 13.5 nm, photon energy: {omega_euv * HARTREE:.2f} eV")
density = 1e28                       # atoms per cubic metre, chosen
print(f"chosen atom density: {density * 1e-6:.1e} cm^-3")
for name, sig in (("independent", bare_euv), ("coupled", coupled_euv)):
    f2 = sig * 1e-22 / (2 * R_E * wavelength)
    beta = density * sig * 1e-22 * wavelength / (4 * np.pi)
    print(f"  {name}: all shells {sig:.4f} Mb, f2 {f2:.3f}, "
          f"beta {beta:.3e}")
print("random-phase 4p-d channel (Hartree kernel):")
print(f"  scan {scan[0] * HARTREE:.1f} to {scan[-1] * HARTREE:.1f} eV")
print(f"  lowest sigma {best.fun:.5f} Mb at {best.x * HARTREE:.2f} eV")
print(f"  sigma at independent-particle zero: {coupled_at_zero:.5f} Mb")
print(f"zero with Kohn-Sham exchange: photon "
      f"{(zero2 - e2) * HARTREE:.2f} eV")
print(f"4p spin-orbit splitting: {spin_orbit * HARTREE:.3f} eV")
print(f"retardation, photon wavenumber times 4p radius: "
      f"{omega0 * ALPHA * mean_r:.4f}")
print("every check passed")
```

Output:

```
Rb atom, Hartree-Fock-Slater with Latter tail
4p orbital energy: -20.13 eV
3d orbital energy: -120.72 eV
4s orbital energy: -35.58 eV
mean radius of 4p: 0.0874 nm
scan of electron energy: 0.54 to 299.3 eV
R(4p-d) at scan start: -3.1858 a.u.
R(4p-d) at scan end: 0.02826 a.u.
zeros of R, 4p-d: 1
sign changes of R, 4p-s: 0
sign changes of R, 3d-f: 0
4p-d sign changes if sign is fixed at 25 bohr: 34
zero: electron energy 45.40 eV
zero: photon energy 65.53 eV
zero: wavelength 18.919 nm
slope dR/d(eps) at zero: 0.10726 a.u.
near zero, offset 0.544 eV: mean sigma 1.178e-04 Mb
quadratic law there: 1.192e-04 Mb
net/absolute dipole integral, outward integration:
  half zero energy -0.1560, zero -7.7e-08, 1.5 times 0.0403
photon eV | R(4p-d) a.u. | sigma d Mb | sigma s Mb
  30.00 | -0.77308 | 7.08737 | 2.07889
  50.00 | -0.10987 | 0.23860 | 0.75348
  70.00 | 0.01511 | 0.00632 | 0.39063
  65.53 | 0.00000 | 0.00000 | 0.44420
  91.84 | 0.04853 | 0.08550 | 0.22821
  120.00 | 0.05549 | 0.14607 | 0.13197
  200.00 | 0.04360 | 0.15027 | 0.04586
local minima of 4p total (d+s) in scan: 0
hydrogen 2p-d, exact/high-energy law: k=100 0.9844, k=400 0.9961
at 13.5 nm, photon energy: 91.84 eV
chosen atom density: 1.0e+22 cm^-3
  independent: all shells 0.5418 Mb, f2 0.712, beta 5.820e-04
  coupled: all shells 0.7583 Mb, f2 0.997, beta 8.146e-04
random-phase 4p-d channel (Hartree kernel):
  scan 45.0 to 114.7 eV
  lowest sigma 0.00552 Mb at 71.54 eV
  sigma at independent-particle zero: 0.05728 Mb
zero with Kohn-Sham exchange: photon 66.38 eV
4p spin-orbit splitting: 0.952 eV
retardation, photon wavenumber times 4p radius: 0.0290
every check passed
```
